# Transport electron-phonon coupling of copper from its resistivity slope

## Problem

Near room temperature the resistivity of copper rises almost linearly, with slope

\[
\frac{d\rho}{dT}=6.8\times10^{-11}\ \text{ohm metre per kelvin}.
\]

Treat copper as a free-electron metal with one conduction electron per atom. Its face-centred cubic cell has edge \(a=0.361\) nm and holds four atoms. Estimate the dimensionless transport coupling

\[
\lambda_{\rm tr}=N_0\left\langle \frac{2g^2}{w}\,(1-\cos\theta)\right\rangle .
\]

Here \(N_0\) is the density of states at the Fermi energy for one spin direction, counted for the whole sample. An electron scatters from wave vector \(\mathbf k\) to \(\mathbf k'\), through the angle \(\theta\), by absorbing or emitting a phonon of energy \(w\); \(g\) is the magnitude of the matrix element. The brackets average over all directions of \(\mathbf k\) and \(\mathbf k'\) on the Fermi sphere. If there are several phonon branches, their contributions are added. The factor \(1-\cos\theta\) gives little weight to small deflections, which hardly disturb a current.

## A tempting solution

The Drude formula turns the resistivity into a scattering rate. With drift velocity \(\mathbf u\) and electron charge \(-e\), the steady balance of force and friction is

\[
0=-e\mathbf E-\frac{m\mathbf u}{\tau},\qquad \mathbf u=-\frac{e\tau}{m}\mathbf E .
\]

The current density is \(\mathbf j=-ne\mathbf u=(ne^2\tau/m)\mathbf E\), so that

\[
\rho=\frac{m}{ne^2\tau}=\frac{1}{\varepsilon_0\omega_p^2\tau},
\qquad \omega_p^2=\frac{ne^2}{\varepsilon_0 m}.
\]

Solving for the rate and differentiating at fixed density gives

\[
\frac{d}{dT}\frac1\tau=\varepsilon_0\omega_p^2\frac{d\rho}{dT}.
\]

The cell gives \(n=4/a^3=8.502\times10^{28}\ \mathrm{m^{-3}}\). With the SI values of the constants, \(\omega_p^2=2.706\times10^{32}\ \mathrm{s^{-2}}\), and the rate slope is \(1.629\times10^{11}\ \mathrm{s^{-1}K^{-1}}\).

Now comes the tempting step. The thermal energy is \(k_BT\), the coupling is dimensionless, and \(\hbar/\tau\) is an energy. One therefore writes

\[
\frac{\hbar}{\tau}=\lambda_{\rm tr}k_BT \qquad\text{(wrong)}.
\]

Since \(2\pi k_B/\hbar=8.226\times10^{11}\ \mathrm{s^{-1}K^{-1}}\), this gives

\[
\lambda_{\rm tr}=\frac{\hbar}{k_B}\frac{d}{dT}\frac1\tau
=2\pi\,\frac{1.629\times10^{11}}{8.226\times10^{11}}\approx1.24 .
\]

## Where it fails

The Drude part is sound. The fault lies in the line marked wrong. Dimensional analysis permits any pure number in front of \(\lambda_{\rm tr}k_BT\), but the definition of \(\lambda_{\rm tr}\) has already fixed that number. It must be found by computing the rate from the same \(g\), \(w\) and \(N_0\) that appear in the definition.

## The right solution

### Momentum of the drifting electrons

A current-carrying state is modelled by a Fermi distribution displaced as a whole:

\[
f_{\mathbf k}=f_0(\varepsilon_{\mathbf k}-\hbar\mathbf k\cdot\mathbf u),
\qquad f_0(\varepsilon)=\frac1{e^{(\varepsilon-\mu)/k_BT}+1}.
\]

This is a displacement because \(\hbar^2|\mathbf k-m\mathbf u/\hbar|^2/2m\) equals \(\varepsilon_{\mathbf k}-\hbar\mathbf k\cdot\mathbf u\) up to a term of second order in \(u\). Take \(\mathbf u\) along \(z\). To first order, and with a factor 2 for spin, the total momentum is

\[
P=2\sum_{\mathbf k}\hbar k_z\left(-\frac{df_0}{d\varepsilon}\right)\hbar k_z u
=\frac23N_0\hbar^2k_F^2u .
\]

The energy derivative selects the Fermi surface, where \(k_z^2\) averages to \(k_F^2/3\). The number of electrons \(N\) grows as \(E_F^{3/2}\), hence \(2N_0=dN/dE_F=3N/(2E_F)\). With \(E_F=\hbar^2k_F^2/2m\) this gives \(N_0=3Nm/(2\hbar^2k_F^2)\), and therefore \(P=Nmu\), as a drift velocity \(u\) requires.

### Gain and loss from phonons

Consider a transition \(\mathbf k\to\mathbf k'\) in which a phonon is absorbed, so \(\varepsilon'=\varepsilon+w\). Its inverse emits the same phonon. The phonons are assumed to stay in equilibrium, with occupation \(n_B=1/(e^{w/k_BT}-1)\). The golden rule gives

\[
\text{forward}=\frac{2\pi}{\hbar}g^2\,n_B\,f(1-f')\,\delta(\varepsilon'-\varepsilon-w),
\]

\[
\text{reverse}=\frac{2\pi}{\hbar}g^2\,(n_B+1)\,f'(1-f)\,\delta(\varepsilon'-\varepsilon-w).
\]

For the displaced distribution \(f/(1-f)=e^{-(\varepsilon-\hbar\mathbf k\cdot\mathbf u-\mu)/k_BT}\), while \((n_B+1)/n_B=e^{w/k_BT}\). The ratio of the two rates is therefore

\[
\frac{\text{reverse}}{\text{forward}}
=e^{-(\varepsilon'-\varepsilon)/k_BT}\,e^{\hbar(\mathbf k'-\mathbf k)\cdot\mathbf u/k_BT}\,e^{w/k_BT}
=e^{-X},
\]

\[
X=\frac{\hbar(\mathbf k-\mathbf k')\cdot\mathbf u}{k_BT},
\]

because \(\varepsilon'-\varepsilon=w\). Without drift the two rates cancel. With a small drift, forward minus reverse is forward times \(1-e^{-X}\approx X\), and the forward rate may then be evaluated with \(f_0\).

Each net forward event removes momentum \(\hbar(k_z-k'_z)\) from the electrons. Summing over all ordered pairs in the absorption direction includes every emission once, as a reverse process. Writing \(f_0'\) for \(f_0(\varepsilon')\),

\[
-\frac{dP}{dt}=2\sum_{\mathbf k\mathbf k'}\frac{2\pi}{\hbar}g^2n_Bf_0(1-f_0')\,
\delta(\varepsilon'-\varepsilon-w)\,\frac{\hbar^2(k_z-k_z')^2u}{k_BT}.
\]

### The energy integral

Phonon energies and \(k_BT\) are far below \(E_F\), so each sum over wave vectors becomes \(N_0\) times an energy integral and an average over directions. Inserting the Fermi functions and bringing them to a common denominator gives

\[
f_0(\varepsilon)[1-f_0(\varepsilon+w)]
=(n_B+1)\,[f_0(\varepsilon)-f_0(\varepsilon+w)].
\]

The integral of the last bracket over energy is the area between two identical steps displaced by \(w\), which is \(w\). Hence

\[
\int f_0(\varepsilon)[1-f_0(\varepsilon+w)]\,d\varepsilon=w(n_B+1).
\]

### The angular average

In this isotropic model \(g\) and \(w\) depend on the pair of directions through \(\theta\). At fixed \(\theta\), averaging over the orientation of the pair gives one third of the squared length of \(\mathbf k-\mathbf k'\):

\[
\langle(k_z-k_z')^2\rangle=\frac{|\mathbf k-\mathbf k'|^2}{3}=\frac23k_F^2(1-\cos\theta).
\]

Combining the two results,

\[
-\frac{dP}{dt}=\frac{4\pi}{\hbar}N_0^2\,\frac23\hbar^2k_F^2\,u
\left\langle g^2(1-\cos\theta)\frac{w\,n_B(n_B+1)}{k_BT}\right\rangle .
\]

The relaxation rate is defined by \(-dP/dt=P/\tau\). Dividing by \(P=\tfrac23N_0\hbar^2k_F^2u\) leaves

\[
\frac1\tau=\frac{4\pi}{\hbar}N_0
\left\langle g^2(1-\cos\theta)\frac{w\,n_B(n_B+1)}{k_BT}\right\rangle .
\]

Set \(y=w/k_BT\), so that \(w/k_BT=(k_BT/w)\,y^2\). Then

\[
\frac1\tau=\frac{2\pi k_BT}{\hbar}\,N_0
\left\langle\frac{2g^2}{w}(1-\cos\theta)\,S(y)\right\rangle,
\]

\[
S(y)=y^2n_B(n_B+1)=\frac{y^2e^y}{(e^y-1)^2}=\left[\frac{y/2}{\sinh(y/2)}\right]^2 .
\]

When \(k_BT\) is much larger than the phonon energies, \(S\to1\) and the average becomes \(\lambda_{\rm tr}\):

\[
\frac1\tau=\frac{2\pi\lambda_{\rm tr}k_BT}{\hbar}.
\]

The missing \(2\pi\) is that of the golden rule. The 2 in \(2g^2/w\) expresses that absorption and emission contribute equally to the relaxation. The linear rise comes from the phonon number, which approaches \(k_BT/w\).

### The number

Equating the two expressions for the rate slope gives

\[
\varepsilon_0\omega_p^2\frac{d\rho}{dT}=\frac{2\pi k_B}{\hbar}\lambda_{\rm tr},
\qquad
\lambda_{\rm tr}=\frac{\hbar\varepsilon_0\omega_p^2}{2\pi k_B}\frac{d\rho}{dT}.
\]

Both sides of the first relation have the unit \(\mathrm{s^{-1}K^{-1}}\), so \(\lambda_{\rm tr}\) is dimensionless. For copper,

\[
\lambda_{\rm tr}=\frac{1.629\times10^{11}}{8.226\times10^{11}}=0.198\approx0.2 .
\]

The frequency \(\omega_p=1.645\times10^{16}\) rad/s is angular. If the plasma energy of 10.83 eV is the starting point, it must be divided by \(\hbar\), not by \(2\pi\hbar\); the latter would make the coupling too small by a factor \((2\pi)^2\).

## Reading the result

At 300 K the linear law gives \(1/\tau=4.888\times10^{13}\ \mathrm{s^{-1}}\), or \(\tau=20.5\) fs. The corresponding energy is \(\hbar/\tau=32.2\) meV, small compared with the Fermi energy of 7.05 eV. This \(\tau\) is a momentum relaxation time, weighted by \(1-\cos\theta\). It is not the lifetime of a single electron state, to which every deflection contributes fully, and the two can differ by a factor of order one. The number 1.24 found earlier does have a meaning: it is \(\hbar/\tau\) in units of \(k_BT\), equal to \(2\pi\lambda_{\rm tr}\).

With the Fermi speed \(1.575\times10^6\) m/s, the mean free path is \(v_F\tau\approx32\) nm, an underestimate for the reason given in the next section. In an interconnect line of comparable width, electrons meet the walls about as often as they are scattered by phonons. If wall and impurity scattering add a temperature-independent term to \(1/\tau\), that term raises \(\rho\) but drops out of \(d\rho/dT\). This is a reason to use the slope rather than \(\rho/T\). If the rates do not simply add, or if the phonons of the line differ from those of bulk copper, the slope of the line need not give the bulk coupling.

## Is room temperature high enough?

For small \(y\), \(\sinh(y/2)\approx(y/2)(1+y^2/24)\), and therefore \(S\approx1-y^2/12\). To see what this does to the slope, take a Debye model with \(w\propto q\) and \(g^2\propto q\), where \(q=|\mathbf k-\mathbf k'|\) runs up to a cutoff \(q_D\) at which \(w=k_B\Theta\). The cutoff is a simplification. For one electron per atom \(q_D=2^{1/3}k_F\approx1.26\,k_F\), whereas \(q\) can reach \(2k_F\) on the Fermi sphere. The model therefore omits the larger deflections, in most of which a crystal takes up part of the momentum change through a reciprocal-lattice vector (umklapp scattering). With the weight \(q^3dq\) found below, continued up to \(2k_F\), they would carry a share \(1-(q_D/2k_F)^4\approx0.84\) of the coupling. The model serves here only to show the sign and order of magnitude of the thermal correction, not to estimate the coupling itself.

Since \(q^2=2k_F^2(1-\cos\theta)\), the angular measure \(\sin\theta\,d\theta\) is proportional to \(q\,dq\), and \(1-\cos\theta\) is proportional to \(q^2\). The ratio \(g^2/w\) is constant. The weight is thus \(q^3dq\), or \(4s^3ds\) when normalised, with \(s=q/q_D\) between 0 and 1. Calling the high-temperature slope \(A\),

\[
\rho=AT\int_0^1 4s^3\,S\!\left(\frac{s\Theta}{T}\right)ds .
\]

The mean of \(s^2\) is \(\int_0^14s^5ds=2/3\). To leading order in \(\Theta/T\),

\[
\rho\approx AT\left(1-\frac{\Theta^2}{18T^2}\right)=A\left(T-\frac{\Theta^2}{18T}\right),
\qquad
\frac{d\rho}{dT}\approx A\left(1+\frac{\Theta^2}{18T^2}\right).
\]

The correction lowers \(\rho/T\) but raises the slope. At \(T=\Theta\), taken as a round model case, the full integral gives \(\rho/T=0.9465A\) and \(d\rho/dT=1.0496A\). If the copper slope were enhanced by this factor, the coupling would be

\[
\lambda_{\rm tr}=\frac{0.198}{1.0496}=0.189 .
\]

In the same model the proportional law \(\rho=T\,d\rho/dT\) overestimates the phonon resistivity by the factor \(1.0496/0.9465\approx1.11\). In this model case the relaxation time and mean free path quoted above would be smaller than the corrected values by the factor \(0.9465/1.0496\approx0.90\), that is, about 10 per cent too short. For real copper the gap is larger. The tabulated resistivity at 300 K, about \(1.725\times10^{-8}\) ohm metre, lies below \(T\,d\rho/dT=2.04\times10^{-8}\) ohm metre by a factor 1.18, and in the Drude formula it gives \(\tau\approx24\) fs and a mean free path of about 38 nm.

The opposite limit shows a clear failure. For \(T\ll\Theta\), substitute \(s=yT/\Theta\):

\[
\rho=4AT\left(\frac{T}{\Theta}\right)^4\int_0^{\Theta/T}y^3S(y)\,dy .
\]

The integrand decays exponentially at large \(y\), so the integral tends to a constant and \(\rho\propto T^5\). The slope then vanishes as \(T^4\), although \(g\), \(w\) and hence \(\lambda_{\rm tr}\) have not changed. Inserting a low-temperature slope into the high-temperature formula would report a coupling that disappears, when in fact the phonons have frozen out.

The numerical output includes a check with another model coupling, whose phonon energies reach 300 K in temperature units. Direct sums of gain and loss for a slightly displaced Fermi sphere agree with the formula containing \(S\) at 100 K, and with the linear law at 3000 K to within 0.1 per cent. These tests support the algebra within the displaced-sphere assumption; they do not test that assumption for copper.

## How far to trust 0.2

The largest variation considered here comes from the plasma frequency. Suppose the band is still isotropic and parabolic but has mass \(m^*\). (For a spherical band that is not parabolic, the mass that enters the Drude formula is \(\hbar k_F/v_F\), not the band-edge or curvature mass.) Every step above holds with \(m\) replaced by \(m^*\), so \(\omega_p^2\), and with it the inferred \(\lambda_{\rm tr}\), is divided by \(m^*/m\). For the round value \(m^*/m=1.5\),

\[
\lambda_{\rm tr}=\frac{0.198}{1.5}=0.132 .
\]

The same measured slope then implies a weaker coupling, because heavier carriers conduct less well at a given scattering rate. The frequency required is the one that sets the Drude conductivity. The position of a measured plasma loss peak is no safe substitute, since bound electrons also affect it.

The estimate also leaves out thermal expansion and the change of phonon energies with temperature, both of which can contribute to a measured slope. The third digit of 0.198 therefore records the arithmetic, not the accuracy. Within the free-electron model the answer is \(\lambda_{\rm tr}\approx0.2\), and a realistic Drude weight would be the first improvement to make.

## Values computed for the example and the checks

```
COPPER ESTIMATE
resistivity slope = 6.80e-11 ohm m/K
lattice constant = 0.361 nm
electron density = 8.502e+28 m^-3
plasma frequency squared = 2.706e+32 s^-2
plasma angular frequency = 1.645e+16 rad/s
plasma energy = 10.83 eV
scattering-rate slope = 1.629e+11 s^-1 K^-1
2 pi kB/hbar = 8.226e+11 s^-1 K^-1
transport coupling = 0.198 (dimensionless)
temperature for lifetime = 300 K
scattering rate = 4.888e+13 s^-1
lifetime = 20.5 fs
level width hbar/tau = 32.2 meV
Fermi energy = 7.05 eV
Fermi speed = 1.575e+06 m/s
mean free path = 32.2 nm
MODEL VARIATIONS
Debye slope / high-T slope at T=cutoff = 1.0496
Debye (rho/T) / high-T slope at T=cutoff = 0.9465
coupling after Debye slope correction = 0.189
optical mass / free mass = 1.5
coupling with this optical mass = 0.132
TESTS
Boltzmann / Drude weight = 1.000017
model phonon cutoff = 300 K
low test temperature = 100 K
low-T hbar/(tau kB), direct sum = 91.1528 K
low-T hbar/(tau kB), formula = 91.1528 K
high test temperature = 3000 K
high-T hbar/(tau kB), direct sum = 3812.835 K
high-T hbar/(tau kB), linear law = 3814.386 K
model coupling from definition = 0.20236
model coupling recovered from slope = 0.20244
```
